**Occupancy-weighted hydrogen desorption with fast exchange between silicon and germanium sites**

When exchange is much faster than first-order desorption, the total coverage decays with `k_eff = f_S*k_S + f_G*k_G`. Here `k_S` and `k_G` are the desorption rates per atom on silicon and germanium sites, and `f_S` and `f_G` are the shares of adsorbed hydrogen on them. The program asserts that a site-resolved master equation on a small ring approaches the predicted emptying time as hopping becomes faster, and that a large canonical ensemble gives the derived occupancies. It also asserts the first finite-exchange correction, including its change of sign, the closed removal time against quadrature, and the apparent barriers against temperature differences. In the worked case, with round model parameters at 750 K and 10% germanium sites, removal from a full layer to 1% coverage takes 290 s without germanium. It takes 283 s with germanium but no exchange, and 68.6 s with fast exchange. Raising the hop barrier from 1.4 to 2.3 eV removes almost all of the acceleration.

## Numerical check

```python
"""
Hydrogen desorption from a surface with two kinds of site, S (silicon) and G (germanium).

Result under test: if hydrogen exchanges between sites much faster than it desorbs,
    d(theta)/dt = -k_eff*theta,   k_eff = f_S*k_S + f_G*k_G,
where f_S, f_G are the shares of the adsorbed hydrogen on S and G sites.

x      fraction of surface sites that are G
theta  total coverage; theta_S, theta_G are occupancies of each kind of site
k_S,k_G first-order desorption rates per adsorbed atom
K      exp(-Delta/kT), Delta = energy of H on G minus energy of H on S
h      hop rate constant from G to S; the reverse hop has h*K
z      activity: theta_S = z/(1+z), theta_G = K*z/(1+K*z)
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln


def activity(theta, x, K):
    a = K * (1 - theta)
    b = 1 - x + x * K - theta * (1 + K)
    s = np.sqrt(b * b + 4 * a * theta)
    return 2 * theta / (b + s) if b > 0 else (s - b) / (2 * a)


def occupancies(theta, x, K):
    z = activity(theta, x, K)
    return z / (1 + z), K * z / (1 + K * z)


def effective_rate(theta, x, K, kS, kG):
    tS, tG = occupancies(theta, x, K)
    return ((1 - x) * tS * kS + x * tG * kG) / theta


def dilute_rate(x, K, kS, kG):
    return ((1 - x) * kS + x * K * kG) / (1 - x + x * K)


def removal_time(theta_end, x, K, kS, kG):
    """Closed form for the time from a full layer to theta_end."""
    k0 = dilute_rate(x, K, kS, kG)
    A = (1 - x) * kS + x * K * kG
    B = K * ((1 - x) * kS + x * kG)
    c = 1 / kS + 1 / kG - 1 / k0
    z = activity(theta_end, x, K)
    upper = -np.log(K) / kG + c * np.log(B)
    lower = (np.log(z) / k0 - np.log1p(z) / kS - np.log1p(K * z) / kG
             + c * np.log(A + B * z))
    return upper - lower


def kinetics(t, y, x, K, h, kS, kG):
    tS, tG = y
    F = K * tS * (1 - tG) - tG * (1 - tS)
    return [-kS * tS - x * h * F, -kG * tG + (1 - x) * h * F]


def relaxation_factor(tS, tG, x, K):
    return x * (K * (1 - tG) + tG) + (1 - x) * (K * tS + 1 - tS)


def rate_correction(theta, x, K, h, kS, kG):
    tS, tG = occupancies(theta, x, K)
    ell = relaxation_factor(tS, tG, x, K)
    return -x * (1 - x) * (kG - kS) * (K * kG * tS - kS * tG) / (h * ell**2)


def integrated_time(theta_end, t_max, x, K, h, kS, kG):
    def reached(t, y, *args):
        return (1 - x) * y[0] + x * y[1] - theta_end
    reached.terminal = True
    sol = solve_ivp(kinetics, (0, t_max), [1.0, 1.0], method="Radau",
                    args=(x, K, h, kS, kG), events=reached,
                    rtol=1e-9, atol=1e-12)
    assert sol.success and len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


# Test: site-resolved master equation on a ring with nearest-neighbour hops.
def canonical_G_number(M, NS, NG, K):
    n = np.arange(max(0, M - NS), min(M, NG) + 1)
    logw = (gammaln(NG + 1) - gammaln(n + 1) - gammaln(NG - n + 1)
            + gammaln(NS + 1) - gammaln(M - n + 1) - gammaln(NS - M + n + 1)
            + n * np.log(K))
    w = np.exp(logw - logw.max())
    return np.sum(n * w) / np.sum(w)


def ring_emptying_time(is_G, K, h, kS, kG):
    N = len(is_G)
    Q = np.zeros((2**N, 2**N))
    for s in range(1, 2**N):
        for i in range(N):
            if not s >> i & 1:
                continue
            moves = [(s ^ (1 << i), kG if is_G[i] else kS)]
            for j in ((i + 1) % N, (i - 1) % N):
                if not s >> j & 1:
                    uphill = is_G[j] and not is_G[i]
                    moves.append((s ^ (1 << i) ^ (1 << j), h * K if uphill else h))
            for target, rate in moves:
                Q[s, target] += rate
                Q[s, s] -= rate
    return np.linalg.solve(Q[1:, 1:], -np.ones(2**N - 1))[-1]


ring = [False, True, True, False, False, True, False, False]
nG, nS = sum(ring), len(ring) - sum(ring)
K_t, kS_t, kG_t = 0.2, 1.0, 5.0
predicted = 0.0
for M in range(1, len(ring) + 1):
    onG = canonical_G_number(M, nS, nG, K_t)
    predicted += 1 / (kS_t * (M - onG) + kG_t * onG)
ring_errors = [abs(ring_emptying_time(ring, K_t, h, kS_t, kG_t) / predicted - 1)
               for h in (1e4, 1e5)]
assert ring_errors[1] < 1e-3
assert ring_errors[1] < 0.12 * ring_errors[0]

# Test: a large canonical ensemble reproduces the occupancies from the quadratic.
for theta_t in (0.1, 0.6, 0.95):
    onG = canonical_G_number(round(4000 * theta_t), 2800, 1200, K_t)
    assert abs(onG / 1200 - occupancies(theta_t, 0.3, K_t)[1]) < 1e-3

# Test: first finite-exchange correction against the two-population kinetics.
correction_signs = []
for x_t, K_c, kG_c, t_c in ((0.3, 0.3, 5.0, 0.3), (0.3, 0.2, 2.0, 0.08)):
    errors = []
    for h in (8000.0, 16000.0):
        sol = solve_ivp(kinetics, (0, t_c), [1.0, 1.0], method="Radau",
                        args=(x_t, K_c, h, 1.0, kG_c), rtol=1e-11, atol=1e-13)
        assert sol.success
        tS, tG = sol.y[:, -1]
        theta_c = (1 - x_t) * tS + x_t * tG
        actual = (1 - x_t) * tS + x_t * kG_c * tG
        shift = actual - theta_c * effective_rate(theta_c, x_t, K_c, 1.0, kG_c)
        errors.append(abs(shift / rate_correction(theta_c, x_t, K_c, h, 1.0, kG_c) - 1))
    assert errors[0] < 0.05 and errors[1] < 0.6 * errors[0]
    correction_signs.append(np.sign(shift))
assert correction_signs == [-1.0, 1.0]


# Test: dilute limit from the slow eigenvalue of the linear two-population problem.
def slow_eigenvalue(x, K, h, kS, kG):
    up, down = x * h * K, (1 - x) * h
    return min(np.linalg.eigvals(np.array([[kS + up, -down], [-up, kG + down]])).real)


x_t, h_t = 0.3, 1e4
fG_t = x_t * K_t / (1 - x_t + x_t * K_t)
lam_t = h_t * (1 - x_t + x_t * K_t)
shift = slow_eigenvalue(x_t, K_t, h_t, kS_t, kG_t) - dilute_rate(x_t, K_t, kS_t, kG_t)
expected = -fG_t * (1 - fG_t) * (kG_t - kS_t)**2 / lam_t
assert abs(shift / expected - 1) < 0.01
common_ts = slow_eigenvalue(x_t, K_t, 1e7, 1.0, 1.0 / K_t)
assert abs(common_ts - 1 / (1 - x_t + x_t * K_t)) < 1e-5

# Test: trends with germanium fraction and coverage, and the relaxation bound.
xs = np.linspace(0.02, 0.98, 25)
thetas = np.linspace(0.01, 0.99, 25)
for K_m in (0.05, 0.5, 3.0):
    for theta_m in thetas:
        faster = [effective_rate(theta_m, x, K_m, 1.0, 8.0) for x in xs]
        slower = [effective_rate(theta_m, x, K_m, 1.0, 0.2) for x in xs]
        assert np.all(np.diff(faster) > 0) and np.all(np.diff(slower) < 0)
        for x in xs:
            ell = relaxation_factor(*occupancies(theta_m, x, K_m), x, K_m)
            assert ell >= min(1.0, K_m) - 1e-12
for x in xs:
    assert np.all(np.diff([effective_rate(q, x, 0.05, 1.0, 8.0) for q in thetas]) > 0)

# Worked example with round model parameters.
kB = constants.k / constants.e
T, x, nu_des, nu_hop = 750.0, 0.1, 1e15, 1e13
E_S, E_G, Delta, E_hop = 2.5, 2.1, 0.2, 1.4
theta_end = 0.01


def rates(temp):
    b = 1 / (kB * temp)
    return np.exp(-Delta * b), nu_des * np.exp(-E_S * b), nu_des * np.exp(-E_G * b)


K, kS, kG = rates(T)
h = nu_hop * np.exp(-E_hop / (kB * T))
k0 = dilute_rate(x, K, kS, kG)
k1 = (1 - x) * kS + x * kG
fG0 = x * K / (1 - x + x * K)
Lambda0 = h * (1 - x + x * K)

# Test: closed removal time against quadrature of the rate equation.
t_fast = removal_time(theta_end, x, K, kS, kG)
t_quad = quad(lambda q: 1 / (q * effective_rate(q, x, K, kS, kG)),
              theta_end, 1, epsabs=0, epsrel=1e-9, limit=300)[0]
assert abs(t_fast / t_quad - 1) < 1e-6

t_pure = np.log(1 / theta_end) / kS
t_none = brentq(lambda t: (1 - x) * np.exp(-kS * t) + x * np.exp(-kG * t) - theta_end,
                0, 2 * t_pure)
hop_barriers = (1.4, 1.7, 2.0, 2.3)
hop_times = [integrated_time(theta_end, 1.1 * t_none, x, K,
                             nu_hop * np.exp(-E / (kB * T)), kS, kG)
             for E in hop_barriers]
assert abs(hop_times[0] / t_fast - 1) < 0.02
assert np.all(np.diff([t_fast] + hop_times + [t_none]) > 0)

# Test: apparent barriers against differences in temperature.
phi0 = x * K * kG / ((1 - x) * kS + x * K * kG)
phi1 = x * kG / k1
E_dilute = (1 - phi0) * E_S + phi0 * (E_G + Delta) - fG0 * Delta
E_full = (1 - phi1) * E_S + phi1 * E_G
hot, cold = rates(T + 0.1), rates(T - 0.1)
d_beta = 1 / (kB * (T + 0.1)) - 1 / (kB * (T - 0.1))
slope0 = -np.log(dilute_rate(x, *hot) / dilute_rate(x, *cold)) / d_beta
slope1 = -np.log(((1 - x) * hot[1] + x * hot[2])
                 / ((1 - x) * cold[1] + x * cold[2])) / d_beta
assert abs(slope0 - E_dilute) < 1e-5 and abs(slope1 - E_full) < 1e-5

print(f"temperature {T:.0f} K, kT = {kB*T:.5f} eV")
print(f"germanium site fraction x = {x:.2f}")
print(f"desorption barriers S, G = {E_S:.2f}, {E_G:.2f} eV")
print(f"desorption prefactor = {nu_des:.1e} 1/s")
print(f"site energy difference Delta = {Delta:.2f} eV")
print(f"G-to-S hop barrier = {E_hop:.2f} eV, prefactor = {nu_hop:.1e} 1/s")
print(f"K = {K:.5f}")
print(f"k_S = {kS:.5f} 1/s")
print(f"k_G = {kG:.4f} 1/s")
print(f"k_G/k_S = {kG/kS:.2f}, K*k_G/k_S = {K*kG/kS:.3f}")
print(f"hop constant h = {h:.1f} 1/s, h*K = {h*K:.1f} 1/s")
print(f"dilute exchange relaxation rate = {Lambda0:.1f} 1/s")
print(f"dilute hydrogen share on G = {fG0:.5f}")
print(f"dilute flux share from G = {phi0:.4f}")
print(f"dilute k_eff = {k0:.5f} 1/s, gain over k_S = {k0/kS:.3f}")
print(f"full-layer k_eff = {k1:.5f} 1/s, gain over k_S = {k1/kS:.2f}")
print(f"common-transition-state dilute gain = {1/(1-x+x*K):.4f}")
print(f"common-transition-state full-layer gain = {1-x+x/K:.3f}")
dilute_shift = -fG0 * (1 - fG0) * (kG - kS)**2 / Lambda0
print(f"dilute finite-exchange correction = {dilute_shift:.3e} 1/s")
print(f"the same relative to k_eff = {100*dilute_shift/k0:.3f} percent")
for q in (0.9, 0.5, 0.1, 0.01):
    tS, tG = occupancies(q, x, K)
    print(f"theta {q:.2f}: theta_S {tS:.5f}, theta_G {tG:.5f}, "
          f"f_G {x*tG/q:.5f}, k_eff {effective_rate(q, x, K, kS, kG):.5f} 1/s")
print(f"final coverage for removal times = {theta_end:.2f}")
print(f"removal time, no germanium = {t_pure:.2f} s")
print(f"removal time, germanium without exchange = {t_none:.2f} s")
print(f"removal time, fast-exchange formula = {t_fast:.3f} s")
print(f"speed-up by germanium without exchange = {t_pure/t_none:.4f}")
print(f"speed-up by germanium with fast exchange = {t_pure/t_fast:.3f}")
for E, t in zip(hop_barriers, hop_times):
    print(f"hop barrier {E:.1f} eV: h {nu_hop*np.exp(-E/(kB*T)):.4g} 1/s, "
          f"removal time {t:.3f} s")
print(f"apparent barrier, dilute = {E_dilute:.4f} eV")
print(f"apparent barrier, full layer = {E_full:.4f} eV")
print(f"ring test, relative time error at h = 1e4, 1e5: "
      f"{ring_errors[0]:.2e}, {ring_errors[1]:.2e}")
print("no test failed")
```

Output:

```
temperature 750 K, kT = 0.06463 eV
germanium site fraction x = 0.10
desorption barriers S, G = 2.50, 2.10 eV
desorption prefactor = 1.0e+15 1/s
site energy difference Delta = 0.20 eV
G-to-S hop barrier = 1.40 eV, prefactor = 1.0e+13 1/s
K = 0.04530
k_S = 0.01588 1/s
k_G = 7.7379 1/s
k_G/k_S = 487.40, K*k_G/k_S = 22.077
hop constant h = 3912.1 1/s, h*K = 177.2 1/s
dilute exchange relaxation rate = 3538.6 1/s
dilute hydrogen share on G = 0.00501
dilute flux share from G = 0.7104
dilute k_eff = 0.05455 1/s, gain over k_S = 3.436
full-layer k_eff = 0.78807 1/s, gain over k_S = 49.64
common-transition-state dilute gain = 1.1055
common-transition-state full-layer gain = 3.108
dilute finite-exchange correction = -8.396e-05 1/s
the same relative to k_eff = -0.154 percent
theta 0.90: theta_S 0.94912, theta_G 0.45796, f_G 0.05088, k_eff 0.40880 1/s
theta 0.50: theta_S 0.54973, theta_G 0.05240, f_G 0.01048, k_eff 0.09681 1/s
theta 0.10: theta_S 0.11049, theta_G 0.00559, f_G 0.00559, k_eff 0.05908 1/s
theta 0.01: theta_S 0.01105, theta_G 0.00051, f_G 0.00506, k_eff 0.05496 1/s
final coverage for removal times = 0.01
removal time, no germanium = 290.07 s
removal time, germanium without exchange = 283.44 s
removal time, fast-exchange formula = 68.632 s
speed-up by germanium without exchange = 1.0234
speed-up by germanium with fast exchange = 4.226
hop barrier 1.4 eV: h 3912 1/s, removal time 68.775 s
hop barrier 1.7 eV: h 37.71 1/s, removal time 82.669 s
hop barrier 2.0 eV: h 0.3636 1/s, removal time 257.605 s
hop barrier 2.3 eV: h 0.003505 1/s, removal time 283.153 s
apparent barrier, dilute = 2.3569 eV
apparent barrier, full layer = 2.1073 eV
ring test, relative time error at h = 1e4, 1e5: 9.66e-05, 9.66e-06
no test failed
```
